# Interface-Phonon Shift of a Fixed Charge and Its Classical Image Energy, part 1

(Sections cited here and not found follow in the second part.)

## The interface phonon branch and its energy shift

A charge in a silicon channel polarizes the gate dielectric. Part of the polarization comes from electrons in the dielectric and part from the displacement of its ions. A calculation may treat the ions through a static image potential, or through the phonons to which the charge couples. If it adds the static image energy and the phonon energy shift, it counts the ionic polarization twice. For the charge treated numerically below, the static image energy is about $-4.4$ meV and the phonon shift about $-10.6$ meV. Their sum, $-15.0$ meV, is more than three times the right answer. To avoid the error one must know which classical energy the phonon shift replaces.

The same relation gives a necessary test of the charge–phonon coupling. It fixes the sum of the squared couplings divided by the phonon energies, so it detects a wrong overall normalization, but not a wrong phonon frequency used consistently or a wrong division among branches. That coupling also sets the rate at which remote phonons scatter channel carriers, so an error in its normalization passes into a computed mobility.

### The model and its assumptions

The plane $z=0$ separates two half-spaces. The region $z>0$ is a nonpolar semiconductor of relative permittivity $s$, taken as independent of frequency. The region $z<0$ is a polar dielectric with static relative permittivity $\kappa_0$ and high-frequency permittivity $\kappa_\infty<\kappa_0$. "High-frequency" means fast for the ions and slow for the electrons. A point charge $e$ is held at $z=d>0$ above the origin of the plane. Only $e^2$ enters the energies, so its sign is immaterial.

SI units are used, with $\varepsilon_0$ the vacuum permittivity. Both media respond linearly and locally, the interface is sharp and flat, and retardation is neglected, so $\mathbf E=-\nabla\phi$.

The ions are described by a field $\mathbf u(\mathbf r,z,t)$ in $z<0$, where $\mathbf r$ is the in-plane position. The field is the relative displacement of the two sublattices times the square root of the reduced-mass density, so the kinetic energy density is $\dot{\mathbf u}^2/2$. With one transverse lattice frequency $\omega_T$ and a coupling constant $\gamma$,

$$\ddot{\mathbf u}=-\omega_T^2\mathbf u+\gamma\mathbf E,\qquad \mathbf P=\gamma\mathbf u+\varepsilon_0(\kappa_\infty-1)\mathbf E. \tag{1}$$

The same $\gamma$ appears twice because both terms follow from one interaction energy density, $-\gamma\mathbf u\cdot\mathbf E$. In a static field $\mathbf u=\gamma\mathbf E/\omega_T^2$, so the ions contribute $\gamma^2\mathbf E/\omega_T^2$ to $\mathbf P$. By definition this part is $\varepsilon_0(\kappa_0-\kappa_\infty)\mathbf E$. Therefore

$$\gamma^2=\varepsilon_0(\kappa_0-\kappa_\infty)\,\omega_T^2. \tag{2}$$

### Which lattice modes reach the charge

Any square-integrable field $\mathbf u$ in the half-space can be split into three mutually orthogonal parts:

- a transverse part $\mathbf w$ with $\nabla\cdot\mathbf w=0$ and $w_z=0$ at the interface;
- a longitudinal part $\nabla\psi$ with $\psi=0$ at the interface;
- an interface part $\nabla\chi$ with $\nabla^2\chi=0$.

Orthogonality follows by partial integration. The integral of $\nabla\psi\cdot\mathbf w$ or $\nabla\chi\cdot\mathbf w$ becomes a surface term containing $w_z=0$ and a volume term containing $\nabla\cdot\mathbf w=0$. The integral of $\nabla\psi\cdot\nabla\chi$ becomes a surface term containing $\psi=0$ and a volume term containing $\nabla^2\chi=0$.

The transverse part creates neither volume nor interface charge, hence no potential. For the longitudinal part, take $\phi=\gamma\psi/(\varepsilon_0\kappa_\infty)$ in the dielectric and $\phi=0$ in the semiconductor. This potential is continuous. In the dielectric it gives

$$\mathbf D=-\varepsilon_0\kappa_\infty\nabla\phi+\gamma\nabla\psi=0,$$

and $\mathbf D=0$ outside as well, so all field equations are satisfied. The longitudinal modes therefore have no potential in the semiconductor. A charge held there couples to the interface part alone. This conclusion depends on the charge being on the nonpolar side.

### Interface modes and their frequency

Let the interface have a large area $A$ with periodic boundary conditions, and let $\mathbf q$ be an in-plane wave vector of length $q>0$. A harmonic function that decays into the dielectric is $\exp(i\mathbf q\cdot\mathbf r+qz)$. Its gradient has squared modulus $(q^2+q^2)e^{2qz}$, whose integral over the dielectric is

$$A\,2q^2\int_{-\infty}^0 e^{2qz}\,dz=Aq.$$

Normalized mode functions and the interface part of $\mathbf u$ are thus

$$\mathbf U_{\mathbf q}=\frac{\nabla e^{i\mathbf q\cdot\mathbf r+qz}}{\sqrt{Aq}},\qquad \mathbf u=\sum_{\mathbf q}Q_{\mathbf q}\mathbf U_{\mathbf q},\qquad Q_{-\mathbf q}=Q_{\mathbf q}^*. \tag{3}$$

The last condition makes $\mathbf u$ real, and the kinetic energy is $\frac12\sum_{\mathbf q}|\dot Q_{\mathbf q}|^2$.

The mode has no volume charge, so its potential is harmonic on both sides. Continuity and decay require the form $\phi_{\mathbf q}e^{i\mathbf q\cdot\mathbf r-q|z|}$. The normal component of $\mathbf D$ must also be continuous. Just above the interface $\partial_z\phi=-q\phi$, so $D_z=\varepsilon_0 s q\phi_{\mathbf q}$. Just below it $\partial_z\phi=+q\phi$, and the ions add $\gamma u_z=\gamma Q_{\mathbf q}q/\sqrt{Aq}$. Equating the two gives

$$\varepsilon_0 s q\phi_{\mathbf q}=-\varepsilon_0\kappa_\infty q\phi_{\mathbf q}+\frac{\gamma q Q_{\mathbf q}}{\sqrt{Aq}}
\quad\Longrightarrow\quad
\phi_{\mathbf q}=\frac{\gamma Q_{\mathbf q}}{\varepsilon_0(s+\kappa_\infty)\sqrt{Aq}}. \tag{4}$$

In the dielectric the field of this potential is $-\phi_{\mathbf q}\nabla e^{i\mathbf q\cdot\mathbf r+qz}=-\phi_{\mathbf q}\sqrt{Aq}\,\mathbf U_{\mathbf q}$. It has the shape of the mode itself. Inserting it in (1) gives

$$\ddot Q_{\mathbf q}=-\left[\omega_T^2+\frac{\gamma^2}{\varepsilon_0(s+\kappa_\infty)}\right]Q_{\mathbf q}\equiv-\omega_S^2Q_{\mathbf q}.$$

With (2), the bracket becomes

$$\omega_S^2=\omega_T^2\left[1+\frac{\kappa_0-\kappa_\infty}{s+\kappa_\infty}\right]=\omega_T^2\,\frac{s+\kappa_0}{s+\kappa_\infty}. \tag{5}$$

The frequency does not depend on $q$, because a sharp boundary between two half-spaces contains no length with which $q$ could be compared. The charge at the interface creates a field that opposes the displacement. This stiffens the mode and raises $\omega_S$ above $\omega_T$.

### The force exerted by the fixed charge

Next, hold the ions at $\mathbf u=0$ and find the field of the charge. Write its potential as $A^{-1}\sum_{\mathbf q}f_q(z)e^{i\mathbf q\cdot\mathbf r}$. In the semiconductor Poisson's equation is

$$f_q''-q^2f_q=-\frac{e}{\varepsilon_0 s}\,\delta(z-d).$$

Without an interface the solution is $Ce^{-q|z-d|}$. Its slope jumps by $-2qC$ at $z=d$, so $C=e/(2\varepsilon_0sq)$. The interface adds a solution that decays upward. For a dielectric of general permittivity $\kappa$,

$$f_q(z)=\frac{e}{2\varepsilon_0 s q}\left[e^{-q|z-d|}+R\,e^{-q(z+d)}\right]\quad(z>0). \tag{6}$$

Below the interface $f_q\propto e^{qz}$, so $f_q'=qf_q$ there. Continuity of $f_q$ and of $D_z$ then requires $s f_q'(0^+)=\kappa q f_q(0)$. From (6), $f_q(0)$ is proportional to $1+R$ and $f_q'(0^+)$ to $q(1-R)$, with the same factor. Hence

$$s(1-R)=\kappa(1+R)\quad\Longrightarrow\quad R=\frac{s-\kappa}{s+\kappa},\qquad 1+R=\frac{2s}{s+\kappa}. \tag{7}$$

The potential in the dielectric is the value at $z=0$ times $e^{qz}$:

$$f_q(z)=\frac{e\,e^{-qd}}{\varepsilon_0(s+\kappa)q}\,e^{qz}\quad(z<0). \tag{8}$$

With clamped ions $\kappa=\kappa_\infty$. The force density on the ions is $-\gamma\nabla\phi$. Replacing each $\nabla e^{i\mathbf q\cdot\mathbf r+qz}$ by $\sqrt{Aq}\,\mathbf U_{\mathbf q}$, we find that the charge adds $-c_q$ to the right-hand side of the equation for $Q_{\mathbf q}$, with

$$c_q=\frac{\sqrt{Aq}}{A}\,\frac{\gamma e\,e^{-qd}}{\varepsilon_0(s+\kappa_\infty)q}=\frac{\gamma e\,e^{-qd}}{\varepsilon_0(s+\kappa_\infty)\sqrt{Aq}}. \tag{9}$$

The corresponding interaction energy is $\sum_{\mathbf q}c_qQ_{\mathbf q}$. Comparison with (4) shows that this is $e$ times the ionic potential at the position of the charge. The force of the charge on the ions and the potential of the ions at the charge therefore lead to the same coupling.

### Quantized coupling

For each mode put

$$Q_{\mathbf q}=\sqrt{\frac{\hbar}{2\omega_S}}\left(a_{\mathbf q}+a_{-\mathbf q}^\dagger\right),$$

where $a_{\mathbf q}$ removes one interface phonon. In the creation term we rename $\mathbf q$ as $-\mathbf q$, which leaves $c_q$ unchanged. Apart from the zero-point energy, the Hamiltonian is

$$H=W(\kappa_\infty)+\sum_{\mathbf q}\hbar\omega_S a_{\mathbf q}^\dagger a_{\mathbf q}+\sum_{\mathbf q}M_q\left(a_{\mathbf q}+a_{\mathbf q}^\dagger\right),\qquad M_q=c_q\sqrt{\frac{\hbar}{2\omega_S}}. \tag{10}$$

The constant $W(\kappa_\infty)$ is the energy of the charge next to the dielectric with its ions clamped at $\mathbf u=0$. The self-energy in a uniform semiconductor is left out, since it depends neither on $d$ nor on the dielectric. The charge has no kinetic term because it cannot recoil.

To express $M_q$ through permittivities, combine (2) and (5):

$$\frac{\gamma^2}{\omega_S^2}=\varepsilon_0(\kappa_0-\kappa_\infty)\,\frac{s+\kappa_\infty}{s+\kappa_0}. \tag{11}$$

Squaring (9) and multiplying by $\hbar/(2\omega_S)=\hbar\omega_S/(2\omega_S^2)$ gives

$$M_q^2=\frac{\hbar\omega_S e^2e^{-2qd}}{2\varepsilon_0^2(s+\kappa_\infty)^2Aq}\,\frac{\gamma^2}{\omega_S^2}
=\frac{e^2\hbar\omega_S}{2\varepsilon_0Aq}\,B\,e^{-2qd}, \tag{12}$$

where

$$B=\frac{\kappa_0-\kappa_\infty}{(s+\kappa_\infty)(s+\kappa_0)}=\frac1{s+\kappa_\infty}-\frac1{s+\kappa_0}. \tag{13}$$

The second form of $B$ is verified by placing the two fractions over their common denominator.

### The second-order shift

The unperturbed ground state contains no phonon. The coupling changes the phonon number by one, so its expectation value in that state is zero and there is no first-order shift. In second order each mode contributes through its one-phonon state, which lies $\hbar\omega_S$ higher and has matrix element $M_q$. Thus

$$\Delta E=-\sum_{\mathbf q}\frac{M_q^2}{\hbar\omega_S}=-\frac{e^2B}{2\varepsilon_0}\,\frac1A\sum_{\mathbf q}\frac{e^{-2qd}}{q}. \tag{14}$$

For a large area the sum becomes an integral. The mode $q=0$ is absent from the sum, but the factor $q$ in the area element $q\,dq\,d\theta$ removes the singularity there:

$$\frac1A\sum_{\mathbf q}\frac{e^{-2qd}}{q}\to\int_0^\infty\frac{2\pi q\,dq}{(2\pi)^2}\,\frac{e^{-2qd}}{q}=\frac1{2\pi}\,\frac1{2d}=\frac1{4\pi d}. \tag{15}$$

The phonon shift is therefore

$$\Delta E=-\frac{e^2}{8\pi\varepsilon_0d}\left[\frac1{s+\kappa_\infty}-\frac1{s+\kappa_0}\right]. \tag{16}$$

Both $\hbar$ and $\omega_S$ have cancelled. A stiffer mode with the same permittivities has a larger $M_q^2$ and a larger energy denominator, in the same proportion.

For this Hamiltonian no higher-order terms remain. Define $b_{\mathbf q}=a_{\mathbf q}+M_q/(\hbar\omega_S)$, which obeys the same commutation rules as $a_{\mathbf q}$. Multiplying out,

$$\hbar\omega_S b_{\mathbf q}^\dagger b_{\mathbf q}=\hbar\omega_S a_{\mathbf q}^\dagger a_{\mathbf q}+M_q(a_{\mathbf q}+a_{\mathbf q}^\dagger)+\frac{M_q^2}{\hbar\omega_S}.$$

Solving for the first two terms on the right and summing over $\mathbf q$ gives

$$H=W(\kappa_\infty)+\Delta E+\sum_{\mathbf q}\hbar\omega_Sb_{\mathbf q}^\dagger b_{\mathbf q}. \tag{17}$$

Every level moves by the same $\Delta E$, so the free energy also moves by $\Delta E$ at any temperature, provided the permittivities are held fixed.

In the new ground state $b_{\mathbf q}$ gives zero, so $\langle a_{\mathbf q}\rangle=-M_q/(\hbar\omega_S)$. The phonon energy is $\sum_{\mathbf q} M_q^2/(\hbar\omega_S)=-\Delta E$, and the interaction energy is $-2\sum_{\mathbf q} M_q^2/(\hbar\omega_S)=2\Delta E$. Half of the energy gained from the interaction is spent on displacing the lattice. The mean number of phonons in the displaced ground state is

$$N=\sum_{\mathbf q}\frac{M_q^2}{(\hbar\omega_S)^2}=\frac{|\Delta E|}{\hbar\omega_S}. \tag{18}$$

## The classical image energy and a gate-stack example

The first half treated a fixed charge $e$ at distance $d$ from a polar dielectric, on the side of a nonpolar semiconductor of permittivity $s$. The dielectric has static and high-frequency permittivities $\kappa_0$ and $\kappa_\infty$. Its interface phonons have energy $\hbar\omega_S$ and shift the energy of the charge by the negative amount $\Delta E$, equation (16). With clamped ions the charge has the energy $W(\kappa_\infty)$, which has yet to be evaluated. The potential of the charge at wave number $q$ is (6), with the reflection factor $R=(s-\kappa)/(s+\kappa)$ from (7).

A fixed charge in the semiconductor couples only to the interface phonons, which shift its energy by exactly the amount (16). It remains to evaluate the classical image energy, identify which difference of image energies this shift equals, and apply the result to a gate stack.
